# The ZORA Zeeman and hyperfine operators for point and finite nuclei, part 3

The ZORA Zeeman and hyperfine operators for one electron and a fixed nucleus, with dipole $\boldsymbol\mu$ and uniform field $\mathbf B$, are to be applied to further states, compared with Dirac theory and used for a nucleus of finite charge radius. Hartree atomic units are used, with $c=1/\alpha=137.036$, $V(\infty)=0$, $\mathbf p=-i\nabla$, $\mathbf L=\mathbf r\times\mathbf p$, $\boldsymbol\pi=\mathbf p+\mathbf A$ and nuclear magneton $\mu_N=2.723085\times10^{-4}$.

The large and small components obey (section 2)

$$(V-E)\phi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi+(V-E-2c^2)\chi=0 .$$

ZORA drops $E$ from the second: $\chi=K\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi/2c$, $K=2c^2/(2c^2-V)$, $\langle\phi|\phi\rangle=1$. For $V=-Z/r$, $K=r/(r+a)$ with $a=Z/2c^2$. To first order in $\mathbf A$ (section 4),

$$H^{(1)}=\tfrac12\big[\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf A+\boldsymbol\sigma\cdot\mathbf A\,K\,\boldsymbol\sigma\cdot\mathbf p\big],$$

$$H^{(1)}=\tfrac12\{\mathbf p,K\mathbf A\}+\tfrac12\,\boldsymbol\sigma\cdot\big[K\,\nabla\times\mathbf A+\nabla K\times\mathbf A\big].\tag{3}$$

The uniform field, for spherical $K$, gives

$$H_Z=\tfrac12K\,\mathbf B\cdot(\mathbf L+\boldsymbol\sigma)+\tfrac14\,rK'\big[\boldsymbol\sigma\cdot\mathbf B-(\boldsymbol\sigma\cdot\hat{\mathbf r})(\mathbf B\cdot\hat{\mathbf r})\big].\tag{6}$$

The dipole gives

$$H_\mu=\alpha^2\Big\{\tfrac12\Big(\frac{K}{r^3}\boldsymbol\mu\cdot\mathbf L+\boldsymbol\mu\cdot\mathbf L\frac{K}{r^3}\Big)+\tfrac12K\,\boldsymbol\sigma\cdot\Big[\frac{8\pi}{3}\delta(\mathbf r)\boldsymbol\mu+\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu}{r^3}\Big]$$

$$\qquad+\frac{(\mathbf r\cdot\nabla K)\,\boldsymbol\sigma\cdot\boldsymbol\mu-(\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\mu\cdot\nabla K)}{2r^3}\Big\}.\tag{7}$$

For spherical $K$, with $\delta_a=K'/(4\pi r^2)$ and $\mathcal T=3(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\mu\cdot\hat{\mathbf r})-\boldsymbol\sigma\cdot\boldsymbol\mu$,

$$H_\mu=\alpha^2\left\{\frac{K}{r^3}\,\boldsymbol\mu\cdot\mathbf L+\frac{4\pi}{3}\,\boldsymbol\sigma\cdot\boldsymbol\mu\,\big[K\,\delta(\mathbf r)+\delta_a(r)\big]+\frac12\left(\frac{K}{r^3}-\frac{K'}{3r^2}\right)\mathcal T\right\}.\tag{8}$$

For a point charge with $Z<118.68$ the delta term has zero expectation value in $|\kappa|=1$ states. With $\phi=(P/r)\,\Omega_\kappa$, $\chi=i(Q/r)\,\Omega_{-\kappa}$,

$$c\Big(P'+\frac{\kappa P}{r}\Big)=(2c^2+\eta E-V)\,Q,\qquad c\Big(Q'-\frac{\kappa Q}{r}\Big)=(V-E)\,P,\tag{9}$$

where $\eta=1$ for Dirac, $\eta=0$ for ZORA. For $s_{1/2}$ ($\kappa=-1$) and $p_{1/2}$ ($\kappa=+1$), $m_j=\tfrac12$, $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$ and

$$\Omega_{-1}=\frac1{\sqrt{4\pi}}\begin{pmatrix}1\\0\end{pmatrix},\qquad \Omega_{+1}=-\frac1{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\varphi}\end{pmatrix}.$$

For $s$ states $P=\sqrt{4\pi}\,r\varphi(r)$ and $\rho=\varphi^2$. The ZORA 1s state (section 8) has $P=r^\gamma e^{-\zeta r}$, $Q=qP$, $\gamma=\sqrt{1-x}$, $x=Z^2\alpha^2$, $q=-Z/[c(1+\gamma)]$, $\zeta=2Z/(1+\gamma)$. With $E^{(1)}=g\cdot\tfrac12\cdot B\,m_j$,

$$\langle\delta_a\rangle=\frac{\zeta^3}{\pi\gamma(2\gamma-1)},\qquad F\equiv\frac{\langle\delta_a\rangle}{Z^3/\pi}=\frac{8}{(1+\gamma)^3\,\gamma\,(2\gamma-1)}.\tag{12}$$

$$g=\tfrac23(1+2\gamma).\tag{13}$$

For nuclear spin $\tfrac12$ and moment $\mu$, the $s$-state splitting is

$$\Delta E=\frac{16\pi}{3}\,\alpha^2\mu\,D,\tag{2}$$

where $D=\langle K\delta+\delta_a\rangle$ in ZORA and $Z^3/\pi$ for nonrelativistic 1s. In the final listing, $R_{\rm mag}$ is the radius of a uniformly magnetised sphere replacing the point dipole.

## 9. Other states, and the comparison with Dirac theory

For $\mathbf v$ along $z$ and $m_j=\tfrac12$, (6) and (8) need three angular averages: $\langle\sigma_z\rangle$, $\langle L_z\rangle$ and $T=\langle(\boldsymbol\sigma\cdot\hat{\mathbf r})\cos\theta\rangle$. For $s_{1/2}$ they are $1$, $0$, $\tfrac13$. For $p_{1/2}$, $\langle\sigma_z\rangle=\langle\cos^2\theta-\sin^2\theta\rangle=-\tfrac13$. Only the lower component has $m_l=1$, with weight $\langle\sin^2\theta\rangle$, so $\langle L_z\rangle=\tfrac23$. Finally $T=-\langle\Omega_{+1}|\cos\theta|\Omega_{-1}\rangle=\langle\cos^2\theta\rangle=\tfrac13$. Let $h$ be the hyperfine energy divided by $\alpha^2\mu$. With the delta term gone,

$$g=2\big[(\langle L_z\rangle+\langle\sigma_z\rangle)\langle K\rangle+\tfrac12(\langle\sigma_z\rangle-T)\langle rK'\rangle\big],$$

$$h=\langle L_z\rangle\Big\langle\frac K{r^3}\Big\rangle+\tfrac12(3T-\langle\sigma_z\rangle)\Big\langle\frac K{r^3}\Big\rangle+\tfrac12(\langle\sigma_z\rangle-T)\Big\langle\frac{K'}{r^2}\Big\rangle .$$

For $s_{1/2}$ the coefficients in $h$ are $0$, $0$, $\tfrac13$, which is $(4\pi/3)\langle\delta_a\rangle$. For $p_{1/2}$ they are $\tfrac23$, $\tfrac23$, $-\tfrac13$, and $g=\tfrac23\langle K-rK'\rangle$ tends to the Landé value $\tfrac23$. For the $2p_{1/2}$ state of $Z=80$ the three parts of $h$ are $38855+38855-5311=72399\ \text{bohr}^{-3}$. The first two are equal because their angular coefficients are. The gradient term lowers the sum of the other two by $5311/77710=6.8\%$.

A second route avoids the expansion (3). In the unexpanded $H^{(1)}$ of section 4, $K\boldsymbol\sigma\cdot\mathbf p\,\phi=2c\chi$ with the field-free $\chi$, and $\boldsymbol\sigma\cdot\mathbf p$ is Hermitian, so

$$\langle H^{(1)}\rangle=c\,\langle\chi|\boldsymbol\sigma\cdot\mathbf A|\phi\rangle+c\,\langle\phi|\boldsymbol\sigma\cdot\mathbf A|\chi\rangle=2c\,\mathrm{Re}\,\langle\phi|\boldsymbol\sigma\cdot\mathbf A|\chi\rangle .$$

The Dirac perturbation $c\,\boldsymbol\alpha\cdot\mathbf A$ has the same form, as the two equations of section 2 show, but with the Dirac components and the norm $\langle\phi|\phi\rangle+\langle\chi|\chi\rangle=1$. For $\mathbf A=w(r)\,\hat{\mathbf z}\times\hat{\mathbf r}$,

$$\langle H^{(1)}\rangle=2cM_\kappa\,\frac{\int w\,PQ\,dr}{\text{norm}},\qquad M_\kappa=\langle\Omega_\kappa|\,i\,\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\hat{\mathbf r})\,|\Omega_{-\kappa}\rangle.\tag{14}$$

Since $\hat{\mathbf z}\times\hat{\mathbf r}=\sin\theta\,(-\sin\varphi,\cos\varphi,0)$,

$$i\,\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\hat{\mathbf r})=\sin\theta\begin{pmatrix}0&e^{-i\varphi}\\-e^{i\varphi}&0\end{pmatrix},$$

and the explicit spinors give $M_{-1}=-\langle\sin^2\theta\rangle=-\tfrac23$ and $M_{+1}=+\tfrac23$. The uniform field has $w=\tfrac12Br$ and the point dipole $w=\alpha^2\mu/r^2$.

For the Coulomb potential the ZORA and Dirac solutions are related by a change of scale. Let $P_D$, $Q_D$, $E_D$ solve (9) with $\eta=1$, and set $P(s)=P_D(\lambda s)$, $Q(s)=Q_D(\lambda s)$. Evaluate the Dirac equations at $r=\lambda s$ and multiply by $\lambda$, using $\lambda P_D'=dP/ds$:

$$c\Big(\frac{dP}{ds}+\frac{\kappa P}{s}\Big)=\Big(\lambda(2c^2+E_D)+\frac Zs\Big)Q,\qquad c\Big(\frac{dQ}{ds}-\frac{\kappa Q}{s}\Big)=\Big(-\frac Zs-\lambda E_D\Big)P .$$

These are the ZORA equations if

$$\lambda=\frac{2c^2}{2c^2+E_D},\qquad E_{\rm ZORA}=\lambda E_D .$$

For a bound state $E_D<0$ and $\lambda>1$: the ZORA orbital is the Dirac large component contracted by $\lambda$.

The norm of the Dirac large component follows from the dependence on the electron mass $m$. In $H_D=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2-Z/r$ the substitution $\mathbf r=\mathbf s/m$ pulls out a factor $m$ from all three terms, so the total energy is $W(m)=mW(1)$. The Hellmann–Feynman theorem, applied within a block of fixed $\kappa$ and $m_j$ where the level is non-degenerate, gives $dW/dm=c^2\langle\beta\rangle$, hence $\langle\beta\rangle=(c^2+E_D)/c^2$ at $m=1$. With $N_L$ and $N_S$ the weights of the two components, $N_L-N_S=\langle\beta\rangle$ and $N_L+N_S=1$, so

$$N_L=\frac{2c^2+E_D}{2c^2}=\frac1\lambda .$$

Now take $w\propto r^k$. The change of variable gives $\int s^kPQ\,ds\big/\!\int P^2ds=\lambda^{-k}\int r^kP_DQ_D\,dr\big/\!\int P_D^2dr$, and replacing $\int P_D^2$ by the full Dirac norm costs a factor $1/N_L=\lambda$. The ZORA value is $\lambda^{1-k}$ times the Dirac value. For $k=1$ and $k=-2$,

$$g_{\rm ZORA}=g_{\rm Dirac},\qquad h_{\rm ZORA}=\lambda^3\,h_{\rm Dirac}.\tag{15}$$

These hold for first-order diagonal elements in hydrogen-like point-charge states, with fields weak against the fine structure. The degenerate $2s$ and $2p_{1/2}$ levels are not mixed, as the magnetic operators are even under parity. The exact $g$ value rests on a cancellation between contraction and normalisation, and both steps used the pure $1/r$ potential; nothing here extends it to screened potentials.

Check on 1s. The ansatz of section 8 with $\eta=1$ has the same $q$, and its constant terms $-c\zeta_D=q(2c^2+E_D)$, $E_D=cq\zeta_D$ are solved by $\zeta_D=Z$ and $E_D=-Z^2/(1+\gamma)=c^2(\gamma-1)$. Then $\lambda=2/(1+\gamma)$ and $\zeta=\lambda Z$, as found. Dividing (12) by $\lambda^3$ gives the Breit factor $F_{\rm Dirac}=1/[\gamma(2\gamma-1)]=1+\tfrac32x+\dots$, and (13) is the Breit $g$ value. For hydrogen $F_{\rm ZORA}=1.000120$ and $F_{\rm Dirac}=1.000080$: ZORA overshoots the leading relativistic correction to the 1s coupling by half of its Dirac size, $\tfrac94$ against $\tfrac32$.

The program solves (9) by shooting for both values of $\eta$, without the scaling. It evaluates the ZORA side with the explicit operators and the Dirac side with (14), and asserts (15), $E_{\rm ZORA}=\lambda E_D$ and $N_L=1/\lambda$. For $Z=80$, with $h$ in $10^5\ \text{bohr}^{-3}$:

| state | $\lambda^3$ | $g$ (both) | $h_{\rm ZORA}$ | $h_{\rm Dirac}$ |
|---|---|---|---|---|
| $1s$ | 1.3449 | 1.74921 | 18.127 | 13.479 |
| $2s$ | 1.0759 | 1.93575 | 2.3264 | 2.1623 |
| $2p_{1/2}$ | 1.0759 | 0.60242 | 0.72399 | 0.67291 |

Relative to the Dirac value, the ZORA hyperfine element is too large by $34\%$ for $1s$ ($E_D=-3532.19\ E_h$) and by $7.6\%$ for the $n=2$ states ($E_D=-904.85\ E_h$). To first order $\lambda^3-1=3|E_D|/2c^2$, so within the hydrogen-like series the error is set by the binding energy, the quantity dropped in section 2, and falls off for weakly bound levels.

The ratio $\int Q^2/\!\int P^2$ is unchanged by the scaling, so $1+\langle\chi|\chi\rangle=1/N_L=\lambda$ for the ZORA state. Dividing the energy by this factor, as scaled ZORA does, returns $E_D$ exactly for these states. Dividing the magnetic expectation values by the same field-free factor leaves $h=\lambda^2h_{\rm Dirac}$ and $g=g_{\rm Dirac}/\lambda$. For $1s$ that is $h=1.64224\times10^6\ \text{bohr}^{-3}$, still $22\%$ above Dirac ($1.64224/1.34787=1.218$), and $g=1.7492/1.10381=1.5847$, now $9.4\%$ below it. This simple division is not the field derivative of the scaled energy, in which the denominator would also respond to the field.

As a worked splitting, take $Z=80$ with the model moment $\mu=1\,\mu_N$ and $I=\tfrac12$. The prefactor in (2) is $16.7552\times5.32514\times10^{-5}\times2.723085\times10^{-4}=2.42963\times10^{-7}$. With $D=162974.7\ \text{bohr}^{-3}$ the nonrelativistic splitting is $0.039597\ E_h=1.077$ eV. The Dirac point value is larger by $1.9744$, $0.07818\ E_h=2.127$ eV. The ZORA point value, with $D=432756.5\ \text{bohr}^{-3}$, is $0.10514\ E_h=2.861$ eV.

## 10. A nucleus of finite charge radius

For a spherical potential and an $s$ state for which the integral below converges at the origin, (14) shows in one line how the two isotropic terms arise. With $P=\sqrt{4\pi}\,r\varphi$, $2cQ=K\sqrt{4\pi}\,r\varphi'$, $M_{-1}=-\tfrac23$ and a point dipole,

$$h=-\tfrac23\cdot4\pi\int_0^\infty K\varphi\varphi'\,dr=-\frac{4\pi}{3}\int_0^\infty K\rho'\,dr=\frac{4\pi}{3}\left[\lim_{r\to0}K\rho+\int_0^\infty K'\rho\,dr\right].\tag{16}$$

The delta term is the boundary term of this integration by parts, and the gradient term is the bulk. If the charge is spread out, $V(0)$ is finite, (9) has the regular solution $P\propto r$, $Q\propto r^2$, and both $K(0)$ and $\rho(0)$ are finite and nonzero. The delta term then survives as $K(0)\rho(0)$.

Take a uniformly charged sphere of radius $R$, and keep the dipole at the centre. The enclosed charge is $Zr^3/R^3$, so $V'=Zr/R^3$ inside, and matching to $-Z/R$ at the surface gives $V=-Z(3-r^2/R^2)/2R$. Hence

$$K(0)=\Big(1+\frac{3Z}{4c^2R}\Big)^{-1}=\Big(1+\frac{3a}{2R}\Big)^{-1},\qquad K'=\frac{K^2V'}{2c^2}.$$

For $Z=80$ choose $R=1.3\times10^{-4}$ bohr, a rough size for a heavy nucleus. Then $3a/2R=1.5\times2.13005\times10^{-3}/1.3\times10^{-4}=24.5775$ and $K(0)=1/25.5775=0.039097$. Shooting gives $E=-3896.11\ E_h$ and $\rho(0)=1.39514\times10^6\ \text{bohr}^{-3}$, so

$$K(0)\rho(0)=0.039097\times1.39514\times10^6=5.4546\times10^4,\qquad \int K'\rho\,dr=3.35444\times10^5,$$

and the sum is $D=3.8999\times10^5\ \text{bohr}^{-3}$, or $0.9012$ of the point value. The splitting becomes $2.42963\times10^{-7}\times3.8999\times10^5=0.09475\ E_h=2.58$ eV, where the rough radius and the point dipole do not justify more than two or three figures. The program asserts that the sum agrees with (14) evaluated from the numerical $P$ and $Q$, that the gradient term alone does not, and that $\int K'dr$ accounts for the rise of $K$ from $K(0)$.

The operator weight left in the delta function is $3.9\%$, but its share of the coupling is $14.0\%$. The two differ by the ratio $\rho(0)/D=1.39514\times10^6/3.8999\times10^5=3.6$: the delta term samples the density at its maximum, while $\delta_a$ averages it over a region of size $a$, about sixteen nuclear radii here.

Limit $R\to0$. For $R\ll a$ and $r$ of order $R$, multiply (9) by $r$. The terms $2c^2r$ and $Er$ are small against $rV$, which is $Z$ times a function of $r/R$, so the equations depend on $r/R$ only. Their regular solution joins, for $R\ll r\ll a$, the combination $r^\gamma+bR^{2\gamma}r^{-\gamma}$ with a pure number $b$, as dimensions require. The coefficient of $r^\gamma$ is fixed to leading order by the normalisation of the whole orbital. So $P=R^\gamma u(r/R)$ and $Q=R^\gamma\tilde u(r/R)$ times a constant, $\rho(0)\propto R^{2\gamma-2}$, and with $K(0)\approx2R/3a$ the delta term scales as $R^{2\gamma-1}$. The change in $\int PQ\,r^{-2}dr$ comes from the interior, of order $R^{2\gamma}\cdot R^{-2}\cdot R$, from the cross terms $r^\gamma\cdot R^{2\gamma}r^{-\gamma}$ outside, $R^{2\gamma}\int_Rr^{-2}dr$, and from the square of the second piece, $R^{4\gamma}\int_Rr^{-2\gamma-2}dr$. All three are of order $R^{2\gamma-1}$. At $R=1.3\times10^{-6}$ and $1.3\times10^{-7}$ bohr the delta term is $3295$ and $784\ \text{bohr}^{-3}$, or $0.77\%$ and $0.18\%$ of the total, and the total is $0.9945$ and $0.9987$ of the point value. The exponents from these two radii are $0.6236$ for the delta term and $0.6240$ for the deviation, against $2\gamma-1=0.6238$.

For a light nucleus $R\ll a$ does not hold. For $Z=1$, $a=2.66\times10^{-5}$ bohr is comparable with the proton radius, roughly $2\times10^{-5}$ bohr, and the formula gives $K(0)$ of roughly one third. The division between the delta term and the gradient term then depends strongly on the nuclear model. Their sum does not, because the density is nearly constant over both lengths and the total weight is one. In the point-charge model the delta term is absent even for hydrogen. When the same potential is used in $K$ and in the rest of $H^{(0)}$, as throughout this text, that potential decides whether the delta term may be dropped from (7): the term has zero expectation value when the potential is $-Z/r$ at the nucleus and $Z<118.68$, and when the potential is finite there it has to be kept for $s$ states, where it contributes $K(0)\rho(0)$. For $p_{1/2}$ and a finite potential, (9) gives $Q\propto r$ and $P\propto r^2$, so $\rho(0)=0$ and the term has zero expectation value.

## Numbers as computed

```
a = 1e-03 bohr: int K' exp(-2r) dr = 0.98869864
a = 1e-06 bohr: int K' exp(-2r) dr = 0.99997491
c = 137.035999 au, mu_N = 2.723085e-04 au, Z_critical = 118.68
Z=1: gamma = 0.99997337, a = 2.66257e-05 bohr, zeta = 1.000013 1/bohr
Z=1 1s: <delta_a> = 0.318348 bohr^-3, Z^3/pi = 0.3183099 bohr^-3
Z=1 1s: F_ZORA = 1.000120, F_Dirac = 1.000080, share from r<a = 0.5003
Z=1 1s: g = 2<K> + (2/3)<rK'> = 1.9999467 + 0.0000177 = 1.9999645
Z=1: (F_ZORA-1)/(Z alpha)^2 = 2.2502
Z=80: gamma = 0.81190599, a = 2.13005e-03 bohr, zeta = 88.304802 1/bohr
Z=80 1s: <delta_a> = 432756.5 bohr^-3, Z^3/pi = 162974.7 bohr^-3
Z=80 1s: F_ZORA = 2.655361, F_Dirac = 1.974425, share from r<a = 0.8730
Z=80 1s: g = 2<K> + (2/3)<rK'> = 1.6628353 + 0.0863726 = 1.7492080
H: mu_p = 2.792847 mu_N, nonrel. splitting = 2.159921e-07 Eh = 1421.160 MHz
H: ZORA splitting = 2.160179e-07 Eh = 1421.330 MHz
Z=80: contact exponent with K = 0.6238 (2gam-1 = 0.6238), without K = -0.3762
Z=130: contact exponent with K = -0.3674 (2gam-1 = -0.3674), without K = -1.3674
Z=80 R_mag/a = 1e+00: contact = 153435, gradient = 84555.1 bohr^-3
Z=80 R_mag/a = 1e-02: contact = 20145.5, gradient = 400345 bohr^-3
Z=80 R_mag/a = 1e-04: contact = 1151.26, gradient = 430911 bohr^-3
Z=80 1s: E_D = -3532.1921 Eh, E_ZORA = -3898.8691 Eh, lam = 1.103810, lam^3 = 1.344878
Z=80 1s: g_ZORA = 1.7492080, g_D = 1.7492080, h_ZORA = 1.81273e+06, h_D = 1.34787e+06 bohr^-3
Z=80 1s: scaled ZORA g = 1.584700, h = 1.64224e+06 bohr^-3
Z=80 2s: E_D = -904.8478 Eh, E_ZORA = -927.1857 Eh, lam = 1.024687, lam^3 = 1.075904
Z=80 2s: g_ZORA = 1.9357542, g_D = 1.9357542, h_ZORA = 232639, h_D = 216227 bohr^-3
Z=80 2s: scaled ZORA g = 1.889118, h = 227035 bohr^-3
Z=80 2p1/2: E_D = -904.8478 Eh, E_ZORA = -927.1857 Eh, lam = 1.024687, lam^3 = 1.075904
Z=80 2p1/2: g_ZORA = 0.6024208, g_D = 0.6024208, h_ZORA = 72399.1, h_D = 67291.4 bohr^-3
Z=80 2p1/2: scaled ZORA g = 0.587907, h = 70654.8 bohr^-3
Z=80 2p1/2 h parts: orbital 38855.2, dipolar 38855.2, gradient -5311.38 bohr^-3
Z=80, mu = 1 mu_N, I = 1/2, nonrel.: splitting = 0.039597 Eh = 1.0775 eV
Z=80, mu = 1 mu_N, I = 1/2, Dirac point: splitting = 0.078181 Eh = 2.1274 eV
Z=80, mu = 1 mu_N, I = 1/2, ZORA point: splitting = 0.105144 Eh = 2.8611 eV
R = 1.3e-04 bohr: K(0) = 0.039097, contact = 54545.5, gradient = 335444 bohr^-3
   contact share = 0.13986, total/point = 0.90118
   E = -3896.1116 Eh, rho(0) = 1.39514e+06 bohr^-3, splitting = 0.094753 Eh = 2.5784 eV
R = 1.3e-06 bohr: K(0) = 0.00040671, contact = 3295.04, gradient = 427092 bohr^-3
   contact share = 0.00766, total/point = 0.99452
R = 1.3e-07 bohr: K(0) = 4.0686e-05, contact = 783.986, gradient = 431409 bohr^-3
   contact share = 0.00181, total/point = 0.99870
finite charge exponents: contact 0.6236, deviation from point value 0.6240
```
